# Surface Potential in Strong Inversion Keeps Rising Above Twice the Bulk Potential

## Definitions and conventions

Consider a metal–oxide–semiconductor capacitor on a uniformly doped p-type substrate. The coordinate $x$ starts at the oxide interface and points into the semiconductor. The electrostatic potential $\psi(x)$ is measured from the neutral bulk, so $\psi\to0$ deep inside. Its value at the interface is the surface potential $\psi_s$.

Let $q$ be the elementary charge, $\phi_t=kT/q$ the thermal voltage, $N_A$ the hole density in the neutral bulk and $n_i$ the intrinsic density. The bulk potential is

$$\phi_F=\phi_t\ln\frac{N_A}{n_i}.$$

The bulk electron density is $n_i^2/N_A=N_Ae^{-2\phi_F/\phi_t}$. The semiconductor is in equilibrium, the carriers obey Boltzmann statistics, and all quantities depend on $x$ alone. Hence

$$p=N_Ae^{-\psi/\phi_t},\qquad n=N_Ae^{(\psi-2\phi_F)/\phi_t}.$$

At $\psi_s=2\phi_F$ the surface electron density equals $N_A$. This condition defines threshold, and the corresponding gate voltage is $V_T$. Two differences are used throughout:

$$V=V_G-V_T,\qquad \delta=\psi_s-2\phi_F.$$

$V$ is the gate overdrive. The claim to be examined is that $\delta$ stays at zero when $V$ is positive.

The oxide has capacitance $C_{ox}$ per area, and the semiconductor has permittivity $\varepsilon_s$. Fixed charges and the work-function difference enter through a constant flat-band voltage $V_{FB}$. The body factor is

$$\gamma=\frac{\sqrt{2q\varepsilon_sN_A}}{C_{ox}}.$$

## The charge that a given surface potential can supply

The bulk is neutral, so the fixed dopant charge cancels the bulk carriers. The charge density is

$$\rho=qN_A\left[e^{-\psi/\phi_t}-1-e^{-2\phi_F/\phi_t}\left(e^{\psi/\phi_t}-1\right)\right].$$

Poisson's equation is $d^2\psi/dx^2=-\rho/\varepsilon_s$. Multiply both sides by $2\,d\psi/dx$. With the field $E=-d\psi/dx$, the left side becomes the derivative of $E^2$:

$$\frac{d(E^2)}{dx}=-\frac{2\rho}{\varepsilon_s}\frac{d\psi}{dx}.$$

Integrate from the bulk, where $E=0$ and $\psi=0$, to a point with potential $\psi$:

$$E^2=\frac{2qN_A}{\varepsilon_s}\left[\phi_te^{-\psi/\phi_t}+\psi-\phi_t+e^{-2\phi_F/\phi_t}\left(\phi_te^{\psi/\phi_t}-\psi-\phi_t\right)\right].$$

At the surface, near and above threshold, the first term is negligible because the holes have been driven away. The last two terms carry the factor $e^{-2\phi_F/\phi_t}=(n_i/N_A)^2$, which is $10^{-14}$ in the example below, and are negligible too. The remaining exponential is $\phi_te^{\delta/\phi_t}$. Therefore

$$E_s^2=\frac{2qN_A}{\varepsilon_s}S,\qquad S=\psi_s-\phi_t+\phi_te^{\delta/\phi_t}.$$

By Gauss's law the semiconductor holds a charge of magnitude $\varepsilon_sE_s=\gamma C_{ox}\sqrt S$ per area. The same charge sets the oxide voltage, $\varepsilon_sE_s/C_{ox}=\gamma\sqrt S$. The gate voltage beyond flat band is the sum of the two drops:

$$V_G-V_{FB}=\psi_s+\gamma\sqrt S. \tag{1}$$

At threshold $\delta=0$, so $S=2\phi_F$ and

$$V_T-V_{FB}=2\phi_F+\gamma\sqrt{2\phi_F}. \tag{2}$$

## The counter-example

Take the round parameters $T=300$ K, $N_A=10^{17}$ cm$^{-3}$ and $n_i=10^{10}$ cm$^{-3}$, relative permittivities 12 for the semiconductor and 4 for the oxide, and an oxide 10 nm thick. Then $\phi_t=25.85$ mV, $2\phi_F=0.8334$ V, $C_{ox}=0.3542$ µF/cm² and $\gamma=0.5210$ V$^{1/2}$. Equation (2) gives

$$V_T-V_{FB}=0.8334+0.5210\sqrt{0.8334}=1.309\ \text{V}.$$

Now apply an overdrive of 1 V, so that $V_G-V_{FB}=2.309$ V. If the surface potential were locked at 0.833 V, the oxide would have to carry

$$2.309-0.833=1.476\ \text{V}.$$

But a semiconductor with $\psi_s=2\phi_F$ holds just enough charge for an oxide voltage of $\gamma\sqrt{2\phi_F}=0.476$ V. One volt, the whole overdrive, is unaccounted for. The locked value contradicts Gauss's law.

Solving equation (1) numerically by bracketing its root gives $\psi_s=0.9726$ V, or $\delta=139.2$ mV. The balance can be followed by hand. The exponent is $139.2/25.85=5.38$, and $e^{\delta/\phi_t}\approx218$. Thus

$$S\approx0.9726-0.0259+0.02585\times218\approx6.58\ \text{V},$$

$$\psi_s+\gamma\sqrt S\approx0.973+0.5210\times2.566\approx2.31\ \text{V}.$$

The surface potential has risen by more than five thermal voltages. This modest rise multiplies the surface electron density by about 218, which is how the semiconductor supplies the missing charge.

The same calculation at other overdrives gives:

| $V$ (V) | $\psi_s$ (V) | $\delta$ (mV) | $\delta/\phi_t$ | surface $n$ (cm$^{-3}$) |
|---|---|---|---|---|
| 0 | 0.833 | 0 | 0 | $1.0\times10^{17}$ |
| 0.1 | 0.882 | 48 | 1.87 | $6.5\times10^{17}$ |
| 0.3 | 0.923 | 90 | 3.48 | $3.2\times10^{18}$ |
| 1 | 0.973 | 139 | 5.38 | $2.2\times10^{19}$ |
| 3 | 1.022 | 189 | 7.31 | $1.5\times10^{20}$ |

From 0.3 to 3 V, a factor of ten in overdrive, $\delta$ grows by about 99 mV. Since $\ln10=2.303$, the average rise is $99/(2.303\times25.85)\approx1.7$ thermal voltages per factor $e$.

## The correct general statement

Within the model stated above, $\delta$ is positive for every $V>0$, increases strictly with $V$, and has no upper bound. It satisfies

$$\delta=\phi_t\ln\left\{1+\frac1{\phi_t}\left[\frac{(V-\delta)^2}{\gamma^2}+\frac{2\sqrt{2\phi_F}\,(V-\delta)}{\gamma}-\delta\right]\right\}. \tag{3}$$

For large overdrive it approaches

$$\delta\simeq2\phi_t\ln\frac{V}{\gamma\sqrt{\phi_t}}, \tag{4}$$

a rise of $2\phi_t$ each time $V$ grows by a factor $e$.

## Proof

**Growth without a ceiling.** Subtract equation (2) from equation (1):

$$V=\delta+\gamma\left(\sqrt S-\sqrt{2\phi_F}\right). \tag{5}$$

Read this as $V$ being a function of $\delta$. Since $S=2\phi_F+\delta-\phi_t+\phi_te^{\delta/\phi_t}$, its derivative is $dS/d\delta=1+e^{\delta/\phi_t}>0$. Both terms in (5) therefore increase with $\delta$. As $\delta$ runs from zero to infinity, $V$ runs continuously from zero to infinity. Each positive $V$ thus belongs to one positive $\delta$, and the inverse function $\delta(V)$ increases without bound.

**The logarithmic law.** Rearrange (5) to isolate the root:

$$\sqrt S=\sqrt{2\phi_F}+\frac{V-\delta}{\gamma}.$$

For $\delta\ge0$ we have $S\ge2\phi_F$, so $V-\delta\ge0$ and both sides are positive. Squaring and inserting $S$ gives

$$2\phi_F+\delta-\phi_t+\phi_te^{\delta/\phi_t}=2\phi_F+\frac{2\sqrt{2\phi_F}(V-\delta)}{\gamma}+\frac{(V-\delta)^2}{\gamma^2}.$$

Cancel $2\phi_F$, move $\delta-\phi_t$ to the right, divide by $\phi_t$ and take the logarithm. The result is (3).

**The large-overdrive limit.** First we need to know that $\delta$ becomes small compared with $V$. For $\delta\ge0$ and $2\phi_F>\phi_t$, $S$ exceeds $\phi_te^{\delta/\phi_t}$. Also $\sqrt S\le\sqrt{2\phi_F}+V/\gamma$. Together these give

$$\delta<2\phi_t\ln\frac{\sqrt{2\phi_F}+V/\gamma}{\sqrt{\phi_t}}.$$

The right side grows as a logarithm, so $\delta/V\to0$. In (3) the term $V^2/\gamma^2$ then dominates the braces, and (4) follows. This is a mathematical limit of the model; a real oxide breaks down long before $V$ can grow indefinitely, and in the example Boltzmann statistics fail before the limit is approached (see the last section).

## Using the logarithmic law

Equation (3) has $\delta$ on both sides, but the logarithm makes the right side insensitive to it once the overdrive is large enough. For $V=1$ V, start with $\delta=0$ on the right. The two terms in the square brackets are $1/0.5210^2=3.684$ V and $2\times0.9129/0.5210=3.504$ V, so

$$\delta_1=25.85\,\ln\left(1+\frac{7.188}{0.02585}\right)\approx145.6\ \text{mV}.$$

Insert this value on the right, with $V-\delta_1=0.8544$ V. The brackets become $2.689+2.994-0.146=5.537$ V, and

$$\delta_2=25.85\,\ln\left(1+\frac{5.537}{0.02585}\right)\approx138.9\ \text{mV},$$

which is 0.3 mV below the solution. At $V=0.5$ V two passes give 109.2 mV, against 110.3 mV for the solution.

Close to threshold this shortcut fails. At $V=0.1$ V the first pass gives about 72 mV and the second about 20 mV, while the solution is 48 mV. There $\delta$ is comparable with $V$, so an error in $\delta$ changes $V-\delta$, and with it the bracket, by a large fraction. Equation (5) should be solved by root finding there.

The two bracket terms that contain $V-\delta$ are equal when $V-\delta=2\gamma\sqrt{2\phi_F}$, which is 0.95 V here. An overdrive of 1 V is therefore not yet in the regime of (4), where the quadratic term dominates.

## Why the surface potential looks locked

Differentiate (5) with respect to $\delta$ and invert:

$$\frac{d\psi_s}{dV_G}=\frac1{1+C_s/C_{ox}},\qquad \frac{C_s}{C_{ox}}=\frac{\gamma\left(1+e^{\delta/\phi_t}\right)}{2\sqrt S}. \tag{6}$$

Here $C_s$ is the derivative of the semiconductor charge magnitude $\gamma C_{ox}\sqrt S$ with respect to $\psi_s$. Equation (6) is the capacitive voltage divider formed by the oxide and the semiconductor. It also holds below threshold, as long as the surface holes remain negligible.

At $V=-0.3$ V the exponential is small and the slope is 746 mV per volt of gate voltage: most of a gate step reaches the surface. At $V=1$ V,

$$\frac{C_s}{C_{ox}}\approx\frac{0.5210\times219}{2\times2.566}\approx22.2,$$

and the slope is $1/23.2$, or 43 mV/V. At $V=3$ V it is 16 mV/V. On a plot spanning several volts, such a curve resembles a horizontal line. It is flat in comparison with the oxide voltage, but not in comparison with $\phi_t$, and $\phi_t$ is the scale that governs the electron density.

Multiplying the slope by $V/\phi_t$ gives the local rise per factor $e$ in overdrive, in thermal voltages. It is 1.53 at 0.3 V, 1.67 at 1 V and 1.84 at 3 V. The curve is thus only approximately straight against $\ln V$ in this range, and with Boltzmann statistics it moves towards the limiting coefficient 2.

## What does saturate

The depletion charge behaves differently from the surface potential. The first integral gives $E$ as a function of local $\psi$, whatever the gate voltage. Raising $\psi_s$ by $d\psi_s$ therefore leaves the old potential profile intact and adds a thin slice in front of it, of thickness $dx=d\psi_s/E_s$. With surface holes negligible, this slice contains the depletion charge

$$dQ_d=\frac{qN_A\,d\psi_s}{E_s}=\frac{\gamma C_{ox}}{2\sqrt S}\,d\psi_s,$$

where $Q_d$ is a magnitude per area. The last form follows by inserting $E_s=\sqrt{2qN_AS/\varepsilon_s}$ and the definition of $\gamma$. The electron density in the slice is $N_Ae^{\delta/\phi_t}$, so the electron charge grows by

$$dQ_n=e^{\delta/\phi_t}\,dQ_d.$$

At 1 V overdrive, each added unit of depletion charge comes with about 218 units of electron charge.

Above threshold $\sqrt S>\sqrt{\phi_t}\,e^{\delta/2\phi_t}$. The total depletion charge added after threshold is therefore less than

$$\frac{\gamma C_{ox}}{2\sqrt{\phi_t}}\int_0^\infty e^{-\delta/2\phi_t}\,d\delta=\gamma C_{ox}\sqrt{\phi_t}.$$

It is finite, although $\psi_s$ is not bounded. The statement that survives from the locked picture is that the depletion charge saturates. The further rise of potential falls across a layer next to the oxide that is thin compared with the depletion region: about 7 nm against roughly 100 nm in the example at $V=1$ V.

## The consequence for the inversion charge

Gauss's law fixes the total charge:

$$Q_n+Q_d=C_{ox}(V_G-V_{FB}-\psi_s)=C_{ox}\left(V-\delta+\gamma\sqrt{2\phi_F}\right).$$

The second form uses (2) and $\psi_s=2\phi_F+\delta$. Solving for the electron charge gives

$$\frac{Q_n}{C_{ox}}=V-\delta-\left(\frac{Q_d}{C_{ox}}-\gamma\sqrt{2\phi_F}\right). \tag{7}$$

The familiar estimate $Q_n=C_{ox}V$ results from setting both $\delta$ and the parenthesis to zero.

To evaluate $Q_n$ without that estimate, Poisson's equation was solved by Newton iteration on a grid reaching 300 nm into the semiconductor, with the oxide as boundary condition, and $qn$ was summed over depth. At $V=1$ V this gives $Q_n=0.297$ µC/cm², while $C_{ox}V=0.354$ µC/cm². The estimate is too large by 19 % of the computed charge. In volts, the shortfall is

$$V-\frac{Q_n}{C_{ox}}=162\ \text{mV}=139\ \text{mV}+23\ \text{mV}.$$

The first part is $\delta$. The second is the parenthesis in (7), the excess of the depletion charge over the total charge at threshold. At $V=3$ V the parts are 189 and 26 mV. The depletion part has hardly moved, as the saturation argument requires. The relative error has fallen to 7.7 %, because the shortfall has grown by only about a third while $V$ has tripled.

At threshold the same solution gives 0.0027 µC/cm², about 110 times less than at 1 V. The electron charge is a function of $\psi_s$ alone, so a locked surface potential would have kept it at this small value. The estimate $C_{ox}V$ works tolerably at high overdrive because $\delta$ and the parenthesis in (7) are small compared with $V$, not because $\delta$ vanishes.

## Thinner oxides and the limits of the model

A thinner oxide has a smaller $\gamma$. At fixed $\delta>0$ this lowers the right side of (5), so a larger $\delta$ is needed to reach the same $V$. With a 5 nm oxide and $V=1$ V, $\delta$ is 166 mV, or 6.4 thermal voltages, compared with 5.4 for 10 nm. The surface density is then about $6\times10^{19}$ cm$^{-3}$, already degenerate; the Fermi–Dirac form given below raises this $\delta$ to 174 mV.

Boltzmann statistics require an electron density well below the effective density of states $N_c$ of the conduction band. For a chosen $N_c=3\times10^{19}$ cm$^{-3}$, the table shows that this fails at the higher overdrives. For a parabolic band, Fermi–Dirac statistics replace the electron term in $S$ according to

$$\phi_te^{\delta/\phi_t}\;\to\;\phi_t\frac{N_c}{N_A}F_{3/2}(\eta),\qquad \eta=\frac{\delta}{\phi_t}+\ln\frac{N_A}{N_c},$$

$$F_{3/2}(\eta)=\frac1{\Gamma(5/2)}\int_0^\infty\frac{y^{3/2}\,dy}{1+e^{y-\eta}}.$$

This is the integral of the electron density over potential, since $n=N_cF_{1/2}$ and $dF_{3/2}/d\eta=F_{1/2}$. The integrand is smaller than its Boltzmann counterpart $y^{3/2}e^{\eta-y}$, so a given $\delta$ supplies less charge and $\delta$ must rise further. Numerical solution for the 10 nm oxide gives 142 mV at 1 V and 206 mV at 3 V, instead of 139 and 189 mV. Degeneracy takes the surface potential further from $2\phi_F$: at 3 V the law (3) is 17 mV too low. It also changes the form of the growth. The local rise per factor $e$ in overdrive becomes 1.85 thermal voltages at 1 V and 2.8 at 3 V, so it passes 2 instead of approaching it. For large $\eta$, $F_{3/2}\propto\eta^{5/2}$, so $\sqrt S\propto\eta^{5/4}$ and $\delta$ grows as $V^{4/5}$ rather than as the logarithm in (4).

Quantum confinement is left out. At $V=1$ V the surface field is the oxide voltage of 1.34 V divided by 10 nm, times the permittivity ratio $4/12$, or about 0.045 V/nm. The field weakens with depth, and integrating $dx=d\psi/E$ shows that the potential falls by $\phi_t$ within about 0.7 nm, a distance too short for a classical electron density to be trusted in detail. The values above therefore belong to the semiclassical model, and the correction is not small. Confinement moves the electrons 2 to 3 nm away from the interface, and the potential drop across this distance adds to $\psi_s$. A self-consistent Schrödinger–Poisson solution for the same structure and gate voltages, with the valley masses of (100) silicon and a hard wall at the oxide, gives $\delta\approx200$ mV at 1 V and about 320 mV at 3 V; the estimate $C_{ox}V$ is then too large by about 30 % and 13 %.

Equilibrium is also essential. The inversion layer must have time to fill after a change of gate voltage, and in a transistor the source and drain must be at the substrate potential for the formulas to apply as written.

For estimates at these overdrives, a constant surface potential can still be useful if it is placed several $\phi_t$ above $2\phi_F$. Between 1 and 3 V in the 10 nm example, $\psi_s$ changes by 50 mV with Boltzmann statistics, by 64 mV with Fermi–Dirac statistics and by about 120 mV with quantum confinement (where it lies 8 to 12 $\phi_t$ above $2\phi_F$), while the gate moves by 2 V. The value $2\phi_F$ itself marks the start of strong inversion, not the level at which the surface potential stops.
